# Square-root singularities at saddle points of a three-dimensional band

## Definitions and conventions

Hartree atomic units are used until the silicon example. Energy is measured upwards for electrons. A band $E(\mathbf k)$ has the density of states, per volume and energy and with both spins counted,

$$g(E)=\frac{2}{(2\pi)^3}\int d^3k\,\delta\big(E-E(\mathbf k)\big),\tag{1}$$

where the integral covers one Brillouin zone. Opposite faces of the zone are identified, so the domain is compact and has no boundary.

A critical point is a point where $\nabla E=0$. It is non-degenerate if none of the three principal curvatures vanishes. With $\mathbf k$ measured from it along the principal axes,

$$E=E_c+\sum_{i=1}^3 s_i\frac{k_i^2}{2m_i}+O(k^3),\qquad s_i=\pm1,\quad m_i>0.\tag{2}$$

The $m_i$ are magnitudes; the signs are carried by $s_i$. A saddle with one negative sign is called M1, one with two negative signs M2. I write $\varepsilon=E-E_c$. "Smooth" means having as many continuous derivatives as are needed.

## Theorem

Let the band be smooth near the surface $E(\mathbf k)=E_c$, and let that surface contain one critical point, a non-degenerate saddle. Put

$$A=\frac{\sqrt2}{\pi^2}\sqrt{m_1m_2m_3}.\tag{3}$$

Then there is a function $S(E)$, smooth through $E_c$, such that near $E_c$:

- **M1:** $g=S-A\sqrt{E_c-E}+O(|\varepsilon|^{3/2})$ for $E<E_c$, and $g=S$ for $E>E_c$.
- **M2:** $g=S$ for $E<E_c$, and $g=S-A\sqrt{E-E_c}+O(|\varepsilon|^{3/2})$ for $E>E_c$.

The M1 singularity lies below its critical energy and the M2 singularity above it. If several saddles share the energy $E_c$, their root terms add.

## Lemma 1: regular regions give a smooth density

Let $w(\mathbf k)$ be a smooth weight whose support contains no critical point with energy near $E_c$. Then $\int d^3k\,w\,\delta(E-E(\mathbf k))$ is smooth near $E_c$.

**Proof.** At each point of the surface within the support, some derivative, say $\partial E/\partial k_1$, is non-zero. In a patch around the point, $(E,k_2,k_3)$ can replace $(k_1,k_2,k_3)$ as coordinates. The patch contributes

$$\int dk_2\,dk_3\,\frac{w}{|\partial E/\partial k_1|},$$

evaluated at energy $E$. The integrand is smooth in $E$, and so is the integral. By compactness finitely many patches suffice, and $w$ can be divided smoothly among them. ∎

## Lemma 2: the band can be made quadratic

Near the saddle there are smooth coordinates $\mathbf q$ in which $\varepsilon=\sum_i s_iq_i^2$ without remainder, and

$$d^3k=2^{3/2}\sqrt{m_1m_2m_3}\,J(\mathbf q)\,d^3q,\qquad J(0)=1.\tag{4}$$

**Proof.** First scale, $p_i=k_i/\sqrt{2m_i}$, so that $d^3k=2^{3/2}\sqrt{m_1m_2m_3}\,d^3p$ and $\varepsilon=\sum_i s_ip_i^2+O(p^3)$. Since value and gradient of $\varepsilon$ vanish at the origin, Taylor's formula with integral remainder gives

$$\varepsilon=\mathbf p^TH(\mathbf p)\,\mathbf p,\qquad H_{ij}(\mathbf p)=\int_0^1(1-s)\,\frac{\partial^2E}{\partial p_i\partial p_j}(s\mathbf p)\,ds .$$

$H$ is symmetric and smooth, and $H(0)=D=\mathrm{diag}(s_1,s_2,s_3)$. Because $D^2=1$, the matrix $DH$ is close to the unit matrix near the origin, and its square root $B=(DH)^{1/2}$ is defined by a convergent power series. From $(DH)^T=HD=D(DH)D$ it follows that $B^T=DBD$. Hence

$$B^TDB=DBD\,DB=DB^2=D\,DH=H .$$

With $\mathbf q=B(\mathbf p)\mathbf p$ this gives $\varepsilon=\mathbf q^TD\mathbf q$. At the origin $\partial\mathbf q/\partial\mathbf p=B(0)=1$, so the map is invertible nearby and its Jacobian determinant is 1 there. ∎

## Lemma 3: even functions

A smooth even function $f(x)$ is a smooth function $F(u)$ of $u=x^2\ge0$, and $F$ can be continued to $u<0$ with any chosen number $N$ of continuous derivatives.

**Proof.** For $x\neq0$, $dF/du=f'(x)/(2x)$. Since $f'(0)=0$, $f'(x)/x=\int_0^1f''(sx)\,ds$, which is again smooth and even. Repeating the step shows that all derivatives with respect to $u$ are continuous up to $u=0$. For $u>0$ define $F(-u)=\sum_{j=1}^{N+1}c_jF(ju)$ with $\sum_jc_j\,j^n=(-1)^n$ for $n=0,\dots,N$. This linear system has a Vandermonde determinant, which is non-zero, and its solution matches the first $N$ derivatives at $u=0$. ∎

The same steps apply to each argument of a function that is even in two variables.

## Proof for M1

Choose a smooth function $\chi$ that equals 1 near the saddle and vanishes outside the region of Lemma 2. The part of (1) weighted with $1-\chi$ is smooth by Lemma 1. For the rest, let $z$ be the coordinate with the negative sign and $\rho,\phi$ the polar coordinates of the other two, so that $\varepsilon=\rho^2-z^2$. With (4) and $w=\chi J$,

$$g_\chi=\frac{2\cdot2^{3/2}\sqrt{m_1m_2m_3}}{8\pi^3}\,I=\frac{\sqrt{m_1m_2m_3}}{\sqrt2\,\pi^3}\,I,\qquad I(\varepsilon)=\int d^3q\,w\,\delta(\varepsilon-\rho^2+z^2).\tag{5}$$

The volume element is $d^3q=\tfrac12d(\rho^2)\,d\phi\,dz$. The delta function fixes $\rho^2=\varepsilon+z^2$, which is possible only if $z^2\ge-\varepsilon$. Define the average over angle and over the sign of $z$,

$$W(\rho^2,z^2)=\frac1{4\pi}\int_0^{2\pi}d\phi\,\big[w(\rho,\phi,z)+w(\rho,\phi,-z)\big],\qquad W(0,0)=1 .$$

It is even in $\rho$, because $\rho\to-\rho$ is a rotation by $\pi$, and even in $z$. Lemma 3 makes it a smooth function of $\rho^2$ and $z^2$ that continues to negative first argument. Folding the $z$ integral onto $z>0$ gives

$$I(\varepsilon)=2\pi\int_{z_0}^{\infty}W(\varepsilon+z^2,z^2)\,dz,\qquad z_0=\sqrt{\max(0,-\varepsilon)} .\tag{6}$$

The upper limit is harmless because $\chi$ cuts the integrand off.

Let $I_0(\varepsilon)$ be the integral (6) with lower limit zero for either sign of $\varepsilon$. Its integrand is smooth in $\varepsilon$ and its limits are fixed, so $I_0$ is smooth. For $\varepsilon>0$, $I=I_0$. For $\varepsilon<0$ the piece from $0$ to $\sqrt{|\varepsilon|}$ is missing. With $z=\sqrt{|\varepsilon|}\,s$,

$$I=I_0-2\pi\sqrt{|\varepsilon|}\int_0^1W\big(-|\varepsilon|(1-s^2),\,|\varepsilon|s^2\big)\,ds .\tag{7}$$

The last integral is a smooth function of $|\varepsilon|$ and equals 1 at $\varepsilon=0$. Therefore $I=I_0-2\pi\sqrt{|\varepsilon|}+O(|\varepsilon|^{3/2})$. Multiplication by the prefactor in (5) gives the coefficient

$$\frac{\sqrt{m_1m_2m_3}}{\sqrt2\,\pi^3}\cdot2\pi=\frac{\sqrt2}{\pi^2}\sqrt{m_1m_2m_3}=A .$$

The smooth pieces together form $S$. ∎

## Proof for M2

The band $\tilde E(\mathbf k)=-E(\mathbf k)$ has all curvatures reversed, so an M2 saddle of $E$ at $E_c$ is an M1 saddle of $\tilde E$ at $-E_c$, with the same $m_i$. By (1), $g(E)=\tilde g(-E)$. The M1 result for $\tilde g$ has its root where $-E<-E_c$, that is, where $E>E_c$, and the root is $\sqrt{-E_c-(-E)}=\sqrt{E-E_c}$. ∎

## Remarks

**Meaning of the missing root.** At fixed $z$, a purely quadratic M1 saddle contributes the same density, $\pi$ in the scaled coordinates, for every allowed $z$. Above $E_c$ every $z$ is allowed. Below $E_c$ the surface $z^2-\rho^2=|\varepsilon|$ has two sheets, and the gap $|z|<\sqrt{|\varepsilon|}$ between them holds no states of that energy. The length of this gap, $2\sqrt{|\varepsilon|}$, multiplied by $\pi$ and the prefactor in (5), is the root term. As the energy rises through M1, two sheets join through a neck. At M2, $\varepsilon=z^2-\rho^2$, with $z$ now the axis of positive curvature, and a neck that exists below $E_c$ is cut above it.

**Slope.** The density is finite and continuous at both saddles. Its slope is not. Below M1 it contains $+A/(2\sqrt{E_c-E})$ and tends to $+\infty$; above M2 it contains $-A/(2\sqrt{E-E_c})$ and tends to $-\infty$. Form (7) shows that the remainder is $\sqrt{|\varepsilon|}$ times a smooth function that vanishes at $\varepsilon=0$, so its slope tends to zero and cannot cancel these terms.

**Band edges.** At a minimum, $\varepsilon=\rho^2+z^2$ allows $|z|<\sqrt\varepsilon$ for $\varepsilon>0$ and nothing below. The same count gives $g=+A\sqrt{\varepsilon}$ to leading order. A maximum gives $g=+A\sqrt{E_c-E}$ by the reversal used for M2. The coefficient is therefore common to edges and saddles. The sign is positive at edges and negative at saddles; the root lies above $E_c$ for a minimum and for M2, below $E_c$ for M1 and for a maximum.

**A band with both saddle types.** Take $E=-2\cos k_x-2\cos k_y-2t_z\cos k_z$ with $t_z=0.7$, in units of the in-plane hopping and the lattice constant. The critical points have each $k_i$ equal to $0$ or $\pi$, where the curvatures are $\pm2,\pm2,\pm2t_z$. All have $m_1m_2m_3=1/(8t_z)$. Each $k_i=\pi$ supplies one negative curvature:

- M1 at $-4+2t_z=-2.6$, from $(0,0,\pi)$.
- M1 at $-2t_z=-1.4$, from $(\pi,0,0)$ and $(0,\pi,0)$.
- M2 at $+1.4$, from $(\pi,0,\pi)$ and $(0,\pi,\pi)$.
- M2 at $+2.6$, from $(\pi,\pi,0)$.

For one spin the root coefficient is $A/2=0.0303$ at the single saddles and twice that, $0.0606$, at the double ones. The roots at $-2.6$ and $-1.4$ extend downwards, those at $+1.4$ and $+2.6$ upwards.

## Example: silicon under tension along [110]

**Model.** The two lowest conduction bands of silicon cross at the X point, where the theorem does not apply. A shear strain couples them and opens the crossing. With $\mathbf k$ measured from the X point on [001], a two-band model gives the lower band

$$E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-\sqrt{\Big(\frac{\hbar^2k_0k_z}{m_l}\Big)^2+\Big(\delta-\frac{\hbar^2k_xk_y}{M}\Big)^2}.\tag{8}$$

The region around this one X point contains both valleys of the [001] pair. Rough typical parameters are $m_l=0.916\,m_0$, $m_t=0.19\,m_0$, $1/M=1/m_t-1/m_0$ and $k_0=0.15\cdot2\pi/a$ with $a=0.543$ nm, so $k_0=1.736$ nm$^{-1}$ and $E_0=\hbar^2k_0^2/2m_l=125.3$ meV.

A stress $\sigma=1$ GPa along [110] has the shear component $\sigma/2$. The shear strain is $\sigma/(4C_{44})=0.3125\%$ for $C_{44}=80$ GPa. A shear deformation potential of 14 eV then gives $\delta=43.75$ meV.

**Barrier.** On the $k_z$ axis let $s=\hbar^2k_z^2/2m_l$. Then $E=s-\sqrt{4E_0s+\delta^2}$. Setting $dE/ds=0$ requires the root to equal $2E_0$, so $s=E_0-\delta^2/4E_0$ and $E_{\min}=-E_0-\delta^2/4E_0$. The point X lies at $-\delta$, higher by

$$E_0-\delta+\frac{\delta^2}{4E_0}=E_0\Big(1-\frac{\delta}{2E_0}\Big)^2=85.4\ \text{meV}.$$

**Masses.** To second order the root in (8) is $\delta-\hbar^2k_xk_y/M+2E_0s/\delta$. With $k_{1,2}=(k_x\pm k_y)/\sqrt2$, $k_xk_y=(k_1^2-k_2^2)/2$, and

$$E\simeq-\delta+\frac{\hbar^2k_1^2}{2}\Big(\frac1{m_t}+\frac1M\Big)+\frac{\hbar^2k_2^2}{2}\Big(\frac1{m_t}-\frac1M\Big)-\Big(\frac{2E_0}{\delta}-1\Big)\frac{\hbar^2k_z^2}{2m_l}.$$

For $0<\delta<2E_0$ this is an M1 saddle. The mass magnitudes are $0.105\,m_0$ along [110], $1.00\,m_0$ along $[1\bar10]$ and $0.916\,m_0/(250.6/43.75-1)=0.194\,m_0$ along [001]. The bands of the model still touch where $k_z=0$ and $\hbar^2k_xk_y/M=\delta$, but there $E\ge\hbar^2k_xk_y/m_t>0$, well above the saddle.

In ordinary units (3) reads $A=(1/2\pi^2)(2/\hbar^2)^{3/2}\sqrt{m_1m_2m_3}$. The mass factor is $\sqrt{0.105\times1.00\times0.194}\,m_0^{3/2}=0.143\,m_0^{3/2}$, and $A=0.971$ nm$^{-3}$ eV$^{-3/2}$. These digits belong to the model. The mass $1.00\,m_0$ is fixed by the choice $1/M=1/m_t-1/m_0$ and is a difference of two large inverse masses: a change of $1/M$ by $-5\%$ or $+5\%$ turns it into $0.82\,m_0$ or $1.27\,m_0$ and $A$ into $0.89$ or $1.08$. Local empirical pseudopotential bands of unstrained silicon at X give about $1.2\,m_0$ and, with the same $\delta$, $A$ between $1.0$ and $1.1$. For real silicon $A$ is therefore uncertain by about 10%.

**Full density of the model.** At fixed $k_z$ and azimuth, $E$ in (8) rises monotonically with $t=k_x^2+k_y^2$, since $\partial E/\partial t\ge\tfrac12\hbar^2(1/m_t-1/M)>0$. The delta function in (1) can thus be integrated over $t$, and numerical quadrature over $k_z$ and azimuth gives $g$. At the saddle $g=0.9585$ nm$^{-3}$ eV$^{-1}$, or $9.6\times10^{20}$ cm$^{-3}$ eV$^{-1}$. A finite difference on the upper side gives the slope $5.23$ nm$^{-3}$ eV$^{-2}$. The local law, with $\varepsilon$ in eV and $g$ in nm$^{-3}$ eV$^{-1}$, is

$$g\simeq0.9585+5.23\,\varepsilon-0.971\sqrt{\max(0,-\varepsilon)} .$$

At $\varepsilon=-5$ meV it gives $0.9585-0.0262-0.0687=0.8636$.

| $\varepsilon$ (meV) | full $g$ | local law |
|---|---|---|
| −20 | 0.731 | 0.716 |
| −5 | 0.866 | 0.864 |
| −1 | 0.923 | 0.923 |
| +1 | 0.964 | 0.964 |
| +5 | 0.984 | 0.985 |
| +20 | 1.055 | 1.063 |

One meV below the saddle the full density has dropped by 0.036; one meV above it has risen by 0.005. That is the one-sided root. Relative to the full density, the local law is 1.9% low at −20 meV and 0.8% high at +20 meV.

**Limits in the strain.** As $\delta\to0$ the [001] mass magnitude tends to $m_l\delta/2E_0$, so $A$ vanishes as $\sqrt\delta$ and the crossing returns. At $\delta=2E_0$ the barrier is zero and the quadratic term in $k_z$ vanishes. Expanding the axial energy gives $-2E_0+s^2/4E_0$, a minimum quartic in $k_z$. The allowed length in $k_z$ then grows as the fourth root of the energy above it, and so does $g$. The theorem fails at both ends because its assumptions do.

**Comparison with a real channel.** Several effects left out of the model would blur the root in a real channel, reduce its share of the total density, or invalidate the three-dimensional description.

- At 300 K, $k_BT=25.9$ meV and the barrier is $3.3\,k_BT$. For Boltzmann occupation of the lower band, about 10% of this valley pair's electrons lie above the saddle energy. This holds for a non-degenerate pair, up to about $10^{18}$ cm$^{-3}$. With Fermi–Dirac occupation the share is 20% at $2\times10^{19}$ cm$^{-3}$ and 36% at $5\times10^{19}$ cm$^{-3}$, where the Fermi level reaches the saddle. Thermal averages extend over energies of order $k_BT$ and therefore smear the root.
- An assumed collision time $\tau=0.1$ ps gives a Lorentzian half width $\gamma=\hbar/2\tau=3.3$ meV. For a rough estimate, extend the root term to all energies below $E_c$. Its average at $E_c$, with $x=E_c-E=\gamma u^2$, contains
$$\int_0^\infty\!\frac{\gamma\sqrt x\,dx}{\pi(x^2+\gamma^2)}=\frac{2\sqrt\gamma}{\pi}\int_0^\infty\!\frac{u^2du}{1+u^4}=\sqrt{\gamma/2},$$
because the last integral is $\pi/(2\sqrt2)$. In this estimate broadening lowers $g(E_c)$ by $A\sqrt{\gamma/2}=0.039$ nm$^{-3}$ eV$^{-1}$, or 4%, and rounds the corner. The figure is too large. Cutting the root term at the valley minimum reduces it to $0.032$, and averaging the full lower-band density of (8) gives $0.027$ to $0.035$, about 3%, depending on where the Lorentzian tails are cut off.
- Besides the shear effect already contained in (8), the normal strains raise the other four valleys relative to this pair by $\Xi_u\sigma/[2(C_{11}-C_{12})]=44$ meV, for $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. From (8) with $\delta=0$ they add $1.00$ nm$^{-3}$ eV$^{-1}$ at the saddle energy, which roughly halves the relative size of the root. The upper band starts $2\delta=87.5$ meV above the saddle and does not interfere.
- In a 10 nm film normal to [001] with hard walls, the first two levels of mass $m_l$ are $3\hbar^2\pi^2/(2m_lL^2)\approx12$ meV apart. This is the spacing within one valley; at the bottom each level is a close pair, one member per valley. Near the saddle energy the two-band model gives neighbouring levels about 21 meV apart. Both spacings exceed the collision width, so the three-dimensional density is not justified there, and the lowest spacing grows as $1/L^2$ in thinner channels.

Numerical values quoted here were computed with a short program.
